# The Hartree Stress in a Plane-Wave Calculation and Its Trace: verification in Python

```python
"""Hartree stress of a periodic electron density (Hartree atomic units).

Result under test, with stress = +(1/volume) dE/d(strain), tension positive:
  stress_ab = -delta_ab E_H/volume + sum_{G != 0} 4 pi |rho(G)|^2 G_a G_b / G^4
  trace(stress) = -E_H/volume
E_H    : Hartree energy per cell, G = 0 omitted (uniform neutral background)
rho(G) : (1/volume) * integral over the cell of rho(r) exp(-i G.r)
strain : r -> F r, F = 1 + strain; the density is stretched with the cell
Cell matrices hold the lattice vectors as rows.
"""
import itertools
import numpy as np
from scipy import constants
from scipy.integrate import cumulative_trapezoid
from scipy.linalg import eigh
from scipy.special import erf

PI = np.pi
EYE = np.eye(3)
hartree_joule = constants.physical_constants["Hartree energy"][0]
bohr_metre = constants.physical_constants["Bohr radius"][0]
GPA = hartree_joule / bohr_metre**3 / 1e9


def volume(cell):
    return abs(np.linalg.det(cell))


def g_vectors(cell, n):
    """Reciprocal vectors in FFT order, and G^2 with G = 0 set to infinity."""
    m = np.fft.fftfreq(n, 1.0 / n)
    labels = np.stack(np.meshgrid(m, m, m, indexing="ij"), axis=-1)
    g = labels @ (2 * PI * np.linalg.inv(cell).T)
    g2 = (g**2).sum(axis=-1)
    g2[0, 0, 0] = np.inf
    return g, g2


def fourier(rho):
    return np.fft.fftn(rho) / rho.size


def hartree_energy(cell, rho_g):
    g, g2 = g_vectors(cell, rho_g.shape[0])
    return 0.5 * volume(cell) * np.sum(4 * PI * abs(rho_g)**2 / g2)


def directional_sum(cell, rho_g):
    g, g2 = g_vectors(cell, rho_g.shape[0])
    weight = (4 * PI * abs(rho_g)**2 / g2**2).ravel()
    g = g.reshape(-1, 3)
    return (g * weight[:, None]).T @ g


def hartree_stress(cell, rho_g):
    isotropic = -EYE * hartree_energy(cell, rho_g) / volume(cell)
    return isotropic + directional_sum(cell, rho_g)


def unit_strain(a, b, size):
    f = np.eye(3)
    f[a, b] += size
    return f


# ---------- model crystal: two Gaussian clouds in an oblique cell ----------
CELL = np.array([[6.0, 0.0, 0.0], [1.0, 7.0, 0.0], [0.0, 1.0, 8.0]])
CHARGES = np.array([2.0, 4.0])
WIDTHS = np.array([0.8, 1.0])
FRACTIONS = np.array([[0.0, 0.0, 0.0], [0.3, 0.4, 0.5]])


def crystal_density(f, n, stretch_clouds=True):
    """Density built in the laboratory frame by summing periodic images."""
    cell = CELL @ f.T
    x = np.arange(n) / n
    points = np.stack(np.meshgrid(x, x, x, indexing="ij"), -1).reshape(-1, 3)
    points = points @ cell
    rho = np.zeros(len(points))
    for charge, width, frac in zip(CHARGES, WIDTHS, FRACTIONS):
        covariance = width**2 * (f @ f.T if stretch_clouds else EYE)
        inverse = np.linalg.inv(covariance)
        norm = charge / np.sqrt((2 * PI)**3 * np.linalg.det(covariance))
        for image in itertools.product(range(-1, 3), repeat=3):
            d = points - (frac + np.array(image)) @ cell
            rho += norm * np.exp(-0.5 * ((d @ inverse) * d).sum(axis=1))
    return cell, rho.reshape(n, n, n)


N_GRID = 24
cell0, rho0 = crystal_density(EYE, N_GRID)
rho0_g = fourier(rho0)
vol0 = volume(cell0)
energy0 = hartree_energy(cell0, rho0_g)
direction0 = directional_sum(cell0, rho0_g)
stress0 = hartree_stress(cell0, rho0_g)
scale0 = energy0 / vol0
electrons = rho0.mean() * vol0
assert abs(electrons - CHARGES.sum()) < 1e-9

# volume * rho(G) must not change under a finite, general strain
f_general = EYE + np.array([[0.04, 0.02, 0.0], [-0.01, -0.03, 0.03],
                            [0.02, 0.0, 0.05]])
cell_s, rho_s = crystal_density(f_general, N_GRID)
invariance_error = np.max(abs(volume(cell_s) * fourier(rho_s)
                              - vol0 * rho0_g))
assert invariance_error < 1e-9

# all nine strain derivatives of the energy by central differences
STEP = 1e-4
stress_fd = np.zeros((3, 3))
for a, b in itertools.product(range(3), repeat=2):
    e_pm = []
    for sign in (1, -1):
        c, rho = crystal_density(unit_strain(a, b, sign * STEP), N_GRID)
        e_pm.append(hartree_energy(c, fourier(rho)))
    stress_fd[a, b] = (e_pm[0] - e_pm[1]) / (2 * STEP * vol0)
fd_error = np.max(abs(stress_fd - stress0))
assert fd_error < 1e-6 * scale0

# Coulomb scaling for a finite uniform expansion, and the trace
LAMBDA = 1.1
cell_l, rho_l = crystal_density(LAMBDA * EYE, N_GRID)
energy_l = hartree_energy(cell_l, fourier(rho_l))
assert abs(energy_l * LAMBDA - energy0) < 1e-9 * energy0
assert abs(np.trace(stress_fd) + scale0) < 1e-6 * scale0

# counterexample: clouds move apart with the cell but keep their shape
e_pm = []
for sign in (1, -1):
    c, rho = crystal_density((1 + sign * STEP) * EYE, N_GRID, False)
    e_pm.append(hartree_energy(c, fourier(rho)))
rigid_trace = (e_pm[0] - e_pm[1]) / (2 * STEP * vol0)
assert abs(rigid_trace + scale0) > 0.1 * scale0


# ---------- real-space lattice sum, no reciprocal vectors ----------
def smeared_kernels(d, variance):
    """Gaussian averages of 1/r and r_a r_b/r^3, summed over the rows of d."""
    r = np.sqrt((d**2).sum(axis=1))
    zero = r < 1e-9
    r = np.where(zero, 1.0, r)
    e = erf(r / np.sqrt(2 * variance))
    gauss = np.sqrt(2 * variance / PI) * np.exp(-r**2 / (2 * variance))
    coulomb = e / r
    slope = ((1 - variance / r**2) * e + gauss / r) / r
    coulomb[zero] = np.sqrt(2 / (PI * variance))
    slope[zero] = 2 * coulomb[zero] / 3
    unit = d / r[:, None]
    tensor = EYE * (coulomb - slope).sum()
    tensor -= (unit * (2 * coulomb - 3 * slope)[:, None]).T @ unit
    return coulomb.sum(), tensor


BROAD = 9.0  # broad negative Gaussians overlap into a uniform background
shifts = np.array(list(itertools.product(range(-18, 19), repeat=3))) @ CELL
energy_real, stress_real = 0.0, np.zeros((3, 3))
for i, j in itertools.product(range(2), repeat=2):
    d = shifts + (FRACTIONS[i] - FRACTIONS[j]) @ CELL
    for si, wi in ((1, WIDTHS[i]), (-1, BROAD)):
        for sj, wj in ((1, WIDTHS[j]), (-1, BROAD)):
            k, tensor = smeared_kernels(d, wi**2 + wj**2)
            factor = 0.5 * si * sj * CHARGES[i] * CHARGES[j]
            energy_real += factor * k
            stress_real -= factor * tensor / vol0
assert abs(energy_real - energy0) < 1e-7 * energy0
assert np.max(abs(stress_real - stress0)) < 1e-7 * scale0

# ---------- average Maxwell tensor, field from real-space differences ------
n_fine = 48
_, rho_fine = crystal_density(EYE, n_fine)
_, g2_fine = g_vectors(CELL, n_fine)
potential = np.fft.ifftn(4 * PI * np.fft.fftn(rho_fine) / g2_fine).real
slopes = np.zeros((3, n_fine**3))
for axis in range(3):
    diff = sum(w * (np.roll(potential, -k, axis) - np.roll(potential, k, axis))
               for k, w in ((1, 4/5), (2, -1/5), (3, 4/105), (4, -1/280)))
    slopes[axis] = n_fine * diff.ravel()
gradient = np.linalg.inv(CELL) @ slopes
field_product = gradient @ gradient.T / n_fine**3
maxwell = (field_product - 0.5 * EYE * np.trace(field_product)) / (4 * PI)
maxwell_error = np.max(abs(maxwell - stress0))
assert maxwell_error < 1e-5 * scale0

# ---------- one density wave: rho = mean + 2 A cos(G x) ----------
wave_length, wave_a, wave_mean = 10.0, 0.01, 0.05
wave_cell = wave_length * EYE
wave_g = 2 * PI / wave_length
x8 = np.arange(8) * wave_length / 8
wave_rho = (wave_mean + 2 * wave_a * np.cos(wave_g * x8))[:, None, None]
wave_rho_g = fourier(wave_rho * np.ones((8, 8, 8)))
wave_stress = hartree_stress(wave_cell, wave_rho_g)
wave_density = hartree_energy(wave_cell, wave_rho_g) / wave_length**3
x_line = np.linspace(0, wave_length, 20001)
field = cumulative_trapezoid(8 * PI * wave_a * np.cos(wave_g * x_line),
                             x_line, initial=0)  # Gauss's law, field(0) = 0
gauss_density = np.mean(field[:-1]**2) / (8 * PI)
assert np.allclose(np.diag(wave_stress), gauss_density * np.array([1, -1, -1]),
                   rtol=1e-6, atol=0)
assert abs(wave_density - gauss_density) < 1e-6 * gauss_density

# ---------- self-consistent two-electron Hartree model at Gamma ----------
labels = np.array(list(itertools.product(range(-2, 3), repeat=3)))
N_SCF = 9  # holds every difference of two basis labels
difference = (labels[:, None, :] - labels[None, :, :]) % N_SCF
diff_index = tuple(np.moveaxis(difference, -1, 0))
label_index = tuple((labels % N_SCF).T)
v_external = np.zeros((N_SCF,) * 3)
for label, value in (((1, 0, 0), -0.15), ((0, 1, 0), -0.15),
                     ((0, 0, 1), -0.15), ((1, 1, 0), -0.10)):
    v_external[label] = value
    v_external[tuple(-np.array(label) % N_SCF)] = value


def self_consistent(f, start=None):
    """Energies, coefficients and density; external potential follows cell."""
    cell = CELL @ f.T
    vol = volume(cell)
    g = labels @ (2 * PI * np.linalg.inv(cell).T)
    kinetic = 0.5 * (g**2).sum(axis=1)
    _, g2 = g_vectors(cell, N_SCF)
    number = np.zeros((N_SCF,) * 3, complex) if start is None else start
    for _ in range(300):
        v = v_external + 4 * PI * number / (vol * g2)
        _, vectors = eigh(np.diag(kinetic) + v[diff_index],
                          subset_by_index=[0, 0])
        coeff = vectors[:, 0]
        box = np.zeros((N_SCF,) * 3, complex)
        box[label_index] = coeff
        orbital = np.fft.ifftn(box) * N_SCF**3
        new = fourier(2 * abs(orbital)**2)  # volume * rho(G)
        change = np.max(abs(new - number))
        if change < 1e-11:
            break
        number = number + 0.6 * (new - number)
    assert change < 1e-11
    e_h = hartree_energy(cell, new / vol)
    e_kin = 2 * np.sum(kinetic * abs(coeff)**2)
    e_ext = np.sum(v_external * new).real
    return e_kin + e_ext + e_h, e_h, e_kin, coeff, new, g


e_tot, e_h_scf, e_kin, coeff, number, g_basis = self_consistent(EYE)
scf_hartree = hartree_stress(CELL, number / vol0)
scf_kinetic = -2 / vol0 * (g_basis * (abs(coeff)**2)[:, None]).T @ g_basis
SCF_STEP = 2e-4
scf_rows = []
for name, a, b in (("xx", 0, 0), ("zz", 2, 2), ("xy", 0, 1)):
    plus = self_consistent(unit_strain(a, b, SCF_STEP), number)
    minus = self_consistent(unit_strain(a, b, -SCF_STEP), number)
    d_total = (plus[0] - minus[0]) / (2 * SCF_STEP * vol0)
    d_hartree = (plus[1] - minus[1]) / (2 * SCF_STEP * vol0)
    predicted = scf_kinetic[a, b] + scf_hartree[a, b]
    assert abs(d_total - predicted) < 1e-5 * e_h_scf / vol0
    if a == b:
        assert abs(d_hartree - scf_hartree[a, b]) > 0.1 * e_h_scf / vol0
    scf_rows.append((name, scf_kinetic[a, b], scf_hartree[a, b], predicted,
                     d_total, d_hartree))


# ---------- output ----------
def show(title, matrix):
    print(title)
    for row in matrix:
        print("  " + " ".join(f"{value + 0.0:13.9f}" for value in row))


print("Stress unit below: hartree/bohr^3, unless stated")
print("MODEL CRYSTAL; lattice vectors (bohr):", CELL.tolist())
print("cloud charges (electrons):", CHARGES.tolist())
print("cloud widths (bohr):", WIDTHS.tolist())
print("cloud fractional positions:", FRACTIONS.tolist())
print(f"grid points per axis: {N_GRID}; strain step: {STEP:.0e}")
print(f"volume (bohr^3): {vol0:.4f}; electrons: {electrons:.6f}")
print(f"E_H from G sum (hartree): {energy0:.9f}")
print(f"E_H from real-space sum (hartree): {energy_real:.9f}")
print(f"E_H/volume: {scale0:.9f}")
show("directional G sum:", direction0)
show("Hartree stress from formula:", stress0)
show("Hartree stress from energy differences:", stress_fd)
show("Hartree stress from real-space sum:", stress_real)
print(f"largest formula-difference error: {fd_error:.1e}")
print(f"largest Maxwell-average error: {maxwell_error:.1e}")
print(f"largest change of volume*rho(G) (electrons): {invariance_error:.1e}")
print(f"trace of directional sum: {np.trace(direction0):.9f}")
print(f"trace of stress: {np.trace(stress0):.9f}")
print(f"Hartree pressure: {-np.trace(stress0) / 3:.9f}")
print(f"Hartree pressure (GPa): {-np.trace(stress0) / 3 * GPA:.3f}")
print(f"E_H at length scale {LAMBDA} (hartree): {energy_l:.9f}")
print(f"trace if clouds keep their shape: {rigid_trace:.9f}")
print(f"COSINE WAVE; length (bohr): {wave_length}, A (bohr^-3): {wave_a}")
print(f"mean density (bohr^-3): {wave_mean}; G (1/bohr): {wave_g:.6f}")
print(f"E_H/volume: {wave_density:.9f}")
print("stress xx, yy, zz:", " ".join(f"{s:.9f}" for s in np.diag(wave_stress)))
print("SELF-CONSISTENT MODEL; same cell, 2 electrons, Gamma point")
print(f"plane waves: {len(labels)}; strain step: {SCF_STEP:.0e}")
print("external coefficients (hartree): 100, 010, 001:",
      v_external[1, 0, 0], "; 110:", v_external[1, 1, 0])
print(f"total energy (hartree): {e_tot:.8f}")
print(f"kinetic energy (hartree): {e_kin:.8f}")
print(f"Hartree energy (hartree): {e_h_scf:.8f}")
for name, kin, har, pred, total, relaxed in scf_rows:
    print(f"{name}: kinetic {kin:.9f}, Hartree {har:.9f}, sum {pred:.9f}")
    print(f"    total-energy derivative/volume {total:.9f}")
    print(f"    relaxed E_H derivative/volume {relaxed:.9f}")
print("tests ok")
```

Printed output:

```
Stress unit below: hartree/bohr^3, unless stated
MODEL CRYSTAL; lattice vectors (bohr): [[6.0, 0.0, 0.0], [1.0, 7.0, 0.0], [0.0, 1.0, 8.0]]
cloud charges (electrons): [2.0, 4.0]
cloud widths (bohr): [0.8, 1.0]
cloud fractional positions: [[0.0, 0.0, 0.0], [0.3, 0.4, 0.5]]
grid points per axis: 24; strain step: 1e-04
volume (bohr^3): 336.0000; electrons: 6.000000
E_H from G sum (hartree): 1.593624109
E_H from real-space sum (hartree): 1.593624109
E_H/volume: 0.004742929
directional G sum:
    0.002911655  -0.000083890   0.000020458
   -0.000083890   0.003446209   0.000272050
    0.000020458   0.000272050   0.003127994
Hartree stress from formula:
   -0.001831274  -0.000083890   0.000020458
   -0.000083890  -0.001296720   0.000272050
    0.000020458   0.000272050  -0.001614935
Hartree stress from energy differences:
   -0.001831274  -0.000083890   0.000020458
   -0.000083890  -0.001296720   0.000272050
    0.000020458   0.000272050  -0.001614935
Hartree stress from real-space sum:
   -0.001831274  -0.000083890   0.000020458
   -0.000083890  -0.001296720   0.000272050
    0.000020458   0.000272050  -0.001614935
largest formula-difference error: 1.9e-11
largest Maxwell-average error: 5.8e-11
largest change of volume*rho(G) (electrons): 3.6e-15
trace of directional sum: 0.009485858
trace of stress: -0.004742929
Hartree pressure: 0.001580976
Hartree pressure (GPa): 46.514
E_H at length scale 1.1 (hartree): 1.448749190
trace if clouds keep their shape: 0.009372757
COSINE WAVE; length (bohr): 10.0, A (bohr^-3): 0.01
mean density (bohr^-3): 0.05; G (1/bohr): 0.628319
E_H/volume: 0.003183099
stress xx, yy, zz: 0.003183099 -0.003183099 -0.003183099
SELF-CONSISTENT MODEL; same cell, 2 electrons, Gamma point
plane waves: 125; strain step: 2e-04
external coefficients (hartree): 100, 010, 001: -0.15 ; 110: -0.1
total energy (hartree): -0.49381569
kinetic energy (hartree): 0.29577560
Hartree energy (hartree): 0.13701088
xx: kinetic -0.000751663, Hartree -0.000191490, sum -0.000943153
    total-energy derivative/volume -0.000943153
    relaxed E_H derivative/volume 0.000212301
zz: kinetic -0.000366643, Hartree -0.000112292, sum -0.000478935
    total-energy derivative/volume -0.000478935
    relaxed E_H derivative/volume 0.000172848
xy: kinetic -0.000064462, Hartree 0.000003268, sum -0.000061194
    total-energy derivative/volume -0.000061194
    relaxed E_H derivative/volume 0.000019936
tests ok
```
